# Continuous Degeneracy of Boys-Localized Pi Orbitals in Benzene: test program

```python
# Result under test: Boys localization inside the three occupied pi orbitals of D6h benzene.
# phi0 (a2u), phix, phiy (e1g); chi_i = sum_p U[i,p] phi_p, a = first column of U.
# B = sum_i |<chi_i|r|chi_i>|^2 = 4 d^2 (1 - sum a_i^4), d = <phi0|x|phix>.
# Maximum 8 d^2/3 on the whole family U_k(theta) = (1/sqrt3, sqrt(2/3) cos(theta+120k deg),
# sqrt(2/3) sin(theta+120k deg)); theta=0 points at alternate carbons, theta=30 deg at bonds.
# Also tested: Hessians, spreads, complex mixing, Hueckel limit, Edmiston-Ruedenberg (ER) and
# Pipek-Mezey (PM, exponents 2 and 4), lifting by D3h bond alternation, sigma-pi mixing.
# Lengths in angstrom (A), energies in hartree.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, sqrtm
from scipy.optimize import minimize
from scipy.stats import special_ortho_group, unitary_group
from pyscf import gto, scf, ao2mo

scf.hf.MUTE_CHKFILE = True
BOHR = physical_constants['Bohr radius'][0] * 1e10
rng = np.random.default_rng(7)
deg = np.pi / 180
R_CH = 1.09


def run_rhf(r_short, r_long):
    radius = np.sqrt((r_short**2 + r_short * r_long + r_long**2) / 3)
    half = np.arcsin(r_short / (2 * radius))
    ang = [30 * deg + s * half + 120 * deg * k for k in range(3) for s in (-1, 1)]
    atoms = [(el, (rr * np.cos(t) / BOHR, rr * np.sin(t) / BOHR, 0.0))
             for el, rr in (('C', radius), ('H', radius + R_CH)) for t in ang]
    mol = gto.M(atom=atoms, basis='6-31g', unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf._eri = mol.intor('int2e', aosym='s8')
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    occ = mf.mo_coeff[:, :21]
    pz = [i for i, lab in enumerate(mol.ao_labels()) if 'pz' in lab]
    weight = (occ[pz]**2).sum(0) / (occ**2).sum(0)
    pi = [i for i in range(21) if weight[i] > 0.5]
    sigma = [i for i in range(6, 21) if weight[i] <= 0.5]
    assert len(pi) == 3 and len(sigma) == 12
    r_ao = mol.intor('int1e_r') * BOHR
    phi0, pair = occ[:, pi[0]], occ[:, pi[1:]]
    vx, vy = pair.T @ r_ao[0] @ phi0, pair.T @ r_ao[1] @ phi0
    assert abs(vx @ vy) < 1e-6 and abs(vx @ vx - vy @ vy) < 1e-6
    c_pi = np.column_stack([phi0, pair @ vx / np.linalg.norm(vx), pair @ vy / np.linalg.norm(vy)])
    return mol, mf, c_pi, occ[:, sigma], r_ao, mf.mo_energy[pi]


def centroids(U, r):
    return np.einsum('ip,xpq,iq->ix', U.conj(), r, U, optimize=True).real if len(U) > 3 \
        else np.einsum('ip,xpq,iq->ix', U.conj(), r, U).real


def boys(U, r):
    return sum((((U.conj() @ m) * U).sum(1).real**2).sum() for m in r)


def family(t):
    a = t + 120 * deg * np.arange(3)
    return np.column_stack([np.ones(3) / np.sqrt(3), np.sqrt(2 / 3) * np.cos(a), np.sqrt(2 / 3) * np.sin(a)])


def jacobi(U0, r, sweeps=300):
    U = U0.copy()
    m = np.array([U @ x @ U.T for x in r])
    for _ in range(sweeps):
        big = 0.0
        for i in range(len(U)):
            for j in range(i):
                h, o = (m[:, i, i] - m[:, j, j]) / 2, m[:, i, j]
                g = np.arctan2(2 * h @ o, h @ h - o @ o) / 4
                big = max(big, abs(g))
                G = np.array([[np.cos(g), np.sin(g)], [-np.sin(g), np.cos(g)]])
                U[[i, j]] = G @ U[[i, j]]
                m[:, [i, j], :] = G @ m[:, [i, j], :]
                m[:, :, [i, j]] = m[:, :, [i, j]] @ G.T
        if big < 1e-9:
            break
    return U


def hessian(f, n, h=1e-3):
    H, E = np.zeros((n, n)), np.eye(n) * h
    for i in range(n):
        for j in range(i + 1):
            H[i, j] = H[j, i] = (f(E[i] + E[j]) - f(E[i] - E[j]) - f(E[j] - E[i]) + f(-E[i] - E[j])) / (4 * h * h)
    return H


def cross(w):
    return np.array([[0, -w[2], w[1]], [w[2], 0, -w[0]], [-w[1], w[0], 0]])


grid = np.arange(24) * 15 * deg
fine = np.arange(0, 121) * deg

# ---- D6h benzene, RHF/6-31G
R = 1.39
mol, mf, C, Csig, r_ao, eps = run_rhf(R, R)
r = np.array([C.T @ x @ C for x in r_ao])
r2 = C.T @ mol.intor('int1e_r2') @ C * BOHR**2
d = r[0, 0, 1]
rest = r.copy()
rest[0, 0, 1] = rest[0, 1, 0] = rest[1, 0, 2] = rest[1, 2, 0] = 0
assert np.abs(rest).max() < 1e-6 and abs(r[1, 0, 2] - d) < 1e-6
Bmax = 8 * d * d / 3
print(f"D6h RHF/6-31G, C-C {R} A, C-H {R_CH} A: E = {mf.e_tot:.6f} hartree")
print("pi orbital energies:", np.round(eps, 5), "hartree")
print(f"d = {d:.5f} A, d^2 = {d*d:.5f} A^2, largest forbidden element {np.abs(rest).max():.1e} A")
print(f"8d^2/3 = {Bmax:.6f} A^2 = {Bmax/BOHR**2:.5f} bohr^2")
for U in special_ortho_group.rvs(3, size=200, random_state=rng):
    assert abs(boys(U, r) - 4 * d * d * (1 - (U[:, 0]**4).sum())) < 1e-5
path = np.array([boys(family(t), r) for t in fine])
assert np.abs(path - Bmax).max() < 1e-5
for t in (0, 10, 20, 30):
    print(f"B(theta={t} deg) = {boys(family(t*deg), r):.6f} A^2")
print(f"variation of B over 0..120 deg: {np.ptp(path):.1e} A^2")
rho, spread = 2 * np.sqrt(2) * d / 3, (r2[0, 0] + 2 * r2[1, 1]) / 3 - 8 * d * d / 9
for t in fine[::7]:
    U = family(t)
    c = centroids(U, r)
    assert np.abs(c[0] - rho * np.array([np.cos(t), np.sin(t), 0])).max() < 1e-5
    assert np.abs(np.diag(U @ r2 @ U.T) - (c**2).sum(1) - spread).max() < 1e-5
print(f"centroid radius rho = {rho:.5f} A, rho/R = {rho/R:.4f}")
print(f"<r2>00 = {r2[0,0]:.5f} A^2, <r2>xx = {r2[1,1]:.5f} A^2, trace = {np.trace(r2):.5f} A^2")
print(f"spread per orbital = {spread:.5f} A^2, total = {3*spread:.5f} A^2")
for t in (0, 13, 30):
    H = hessian(lambda w: boys(expm(cross(w)) @ family(t * deg), r), 3)
    ev, vec = np.linalg.eigh(H)
    assert np.allclose(ev / d**2, [-32 / 3, -32 / 3, 0], atol=2e-3)
    assert abs(abs(vec[:, 2].sum()) / np.sqrt(3) - 1) < 1e-6
    assert np.allclose(np.diag(H) / d**2, -64 / 9, atol=2e-3)
print("Hessian eigenvalues at theta=30 deg:", np.round(ev, 3) + 0.0, "A^2/rad^2")
print(f"-32d^2/3 = {-32*d*d/3:.3f}; pair curvature {H[0,0]:.3f}, -64d^2/9 = {-64*d*d/9:.3f} A^2/rad^2")
Us = np.array([[1, 1, 0], [1, -1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)
ev = np.linalg.eigvalsh(hessian(lambda w: boys(expm(cross(w)) @ Us, r), 3))
assert abs(boys(Us, r) - 2 * d * d) < 1e-5 and np.allclose(ev / d**2, [-16, 0, 8], atol=2e-3)
print(f"saddle: B = {boys(Us, r):.5f} A^2, eigenvalues", np.round(ev, 3) + 0.0, "A^2/rad^2")
ends = []
for U0 in special_ortho_group.rvs(3, size=20, random_state=rng):
    U = jacobi(U0, r)
    assert abs(boys(U, r) - Bmax) < 1e-5 and np.allclose(U[:, 0]**2, 1 / 3, atol=1e-5)
    c = centroids(U, r)[0]
    t = np.degrees(np.arctan2(c[1], c[0])) % 60
    ends.append(min(t, 60 - t))
assert np.ptp(ends) > 15
print("Jacobi end angles folded to 0..30 deg (first 6 of 20):", np.round(ends[:6], 1))
print(f"range of end angles: {min(ends):.1f} to {max(ends):.1f} deg")


def unitary(p, V):
    A = p.reshape(3, 3)
    return expm((A - A.T) + 1j * (A + A.T) / 2) @ V


best = 0.0
for V in unitary_group.rvs(3, size=5, random_state=rng):
    res = minimize(lambda p: -boys(unitary(p, V), r), np.zeros(9), method='BFGS')
    assert -res.fun < Bmax + 1e-5
    if -res.fun > Bmax - 1e-6:
        W = unitary(res.x, V)
        assert np.abs((W[:, :1].conj() * W).imag).max() < 2e-3
    best = max(best, -res.fun)
assert abs(best - Bmax) < 1e-5
print(f"best B over complex unitary mixing = {best:.6f} A^2")

# ---- quartic functionals stay flat, exponent-4 PM does not
eri = ao2mo.incore.full(mf._eri, C, compact=False).reshape(3, 3, 3, 3)
er = lambda U: np.einsum('ip,iq,ir,is,pqrs->', U, U, U, U, eri)
al, ga, be = eri[0, 0, 0, 0], eri[1, 1, 1, 1], 2 * eri[0, 0, 1, 1] + 4 * eri[0, 1, 0, 1]
kap = al - be + ga
for U in special_ortho_group.rvs(3, size=100, random_state=rng):
    assert abs(er(U) - (be + ga + kap * (U[:, 0]**4).sum())) < 1e-6
assert kap < 0 and np.ptp([er(family(t)) for t in fine]) < 1e-6
print(f"ER alpha {al:.5f}, beta {be:.5f}, gamma {ga:.5f}, alpha-beta+gamma {kap:.5f} hartree")
print(f"ER(0) = {er(family(0)):.6f}, ER(30 deg) = {er(family(30*deg)):.6f} hartree")
L = sqrtm(mol.intor('int1e_ovlp')).real @ C
slices = mol.aoslice_by_atom()[:6, 2:]
pops = lambda U: np.array([((L @ U.T)[p:q]**2).sum(0) for p, q in slices])
print("Lowdin populations on C0..C5, theta=0:", np.round(pops(family(0))[:, 0], 4), "(fraction)")
print("Lowdin populations on C0..C5, theta=30:", np.round(pops(family(30 * deg))[:, 0], 4), "(fraction)")
assert np.abs(np.sort(pops(family(0))[:, 0]) - np.sort(pops(family(30 * deg))[:, 0])).max() > 0.05
pm2 = np.array([(pops(family(t))**2).sum() for t in grid])
pm4 = np.array([(pops(family(t))**4).sum() for t in grid])
ft = np.fft.rfft(pm4) / len(grid)
assert np.ptp(pm2) < 1e-6
assert ft[6].real > 1e-3 and abs(ft[6].imag) < 1e-6 and np.abs(np.delete(ft, [0, 6])).max() < 1e-6
print(f"PM2 = {pm2[0]:.6f}, variation {np.ptp(pm2):.1e} (dimensionless)")
print(f"PM4 = {ft[0].real:.6f} + {2*ft[6].real:.6f} cos(6 theta) (dimensionless)")

# ---- Hueckel ring with zero differential overlap, by diagonalization
site = 60 * deg * np.arange(6)
vec = np.linalg.eigh(-(np.roll(np.eye(6), 1, 0) + np.roll(np.eye(6), -1, 0)))[1]
pos = [np.diag(R * np.cos(site)), np.diag(R * np.sin(site)), np.zeros((6, 6))]
h0, hp = np.abs(vec[:, 0]), vec[:, 1:3]
cols = [hp @ (hp.T @ p @ h0) for p in pos[:2]]
CH = np.column_stack([h0] + [v / np.linalg.norm(v) for v in cols])
rH = np.array([CH.T @ p @ CH for p in pos])
assert abs(rH[0, 0, 1] - R / np.sqrt(2)) < 1e-12
for t in fine[::5]:
    co = CH @ family(t).T
    assert np.allclose(co[:, 0], (1 + 2 * np.cos(site - t)) / np.sqrt(18), atol=1e-12)
    assert abs(boys(family(t), rH) - 4 * R * R / 3) < 1e-12
    assert abs((co**4).sum() - 19 / 18) < 1e-12
    assert abs((co**8).sum() - (123 + 8 * np.cos(6 * t)) / 648) < 1e-12
print(f"Hueckel d = {rH[0,0,1]:.5f} A, rho = {np.linalg.norm(centroids(family(0), rH)[0]):.5f} A, "
      f"B = {boys(family(0), rH):.5f} A^2")
for t in (0, 30):
    co = CH @ family(t * deg).T
    print(f"Hueckel theta={t} deg coefficients", np.round(co[:, 0], 4) + 0.0)
    print(f"Hueckel theta={t} deg PM2 = {(co**4).sum():.5f}, PM4 = {(co**8).sum():.5f} (dimensionless)")

# ---- sigma-pi mixing in the 15 valence orbitals
rs = np.array([Csig.T @ x @ Csig for x in r_ao])
Usig = jacobi(special_ortho_group.rvs(12, random_state=rng), rs)
rad = np.sort(np.linalg.norm(centroids(Usig, rs), axis=1))
assert np.ptp(rad[:6]) < 1e-4 and np.ptp(rad[6:]) < 1e-4
print(f"sigma centroid radii: C-C {rad[0]:.4f} A, C-H {rad[-1]:.4f} A; B_sigma = {boys(Usig, rs):.4f} A^2")


def mix(p):
    K = np.zeros((15, 15))
    K[:12, 12:] = p.reshape(12, 3)
    return expm(K - K.T)


for t in (0, 30):
    Cv = np.hstack([Csig @ Usig.T, C @ family(t * deg).T])
    rv = np.array([Cv.T @ x @ Cv for x in r_ao])
    Hv = hessian(lambda p: boys(mix(p), rv), 36)
    print(f"largest sigma-pi Hessian eigenvalue, theta={t} deg: {np.linalg.eigvalsh(Hv)[-1]:.4f} A^2/rad^2")
cen = np.einsum('xii->ix', rv)
pairs = np.array([[16 * rv[:, i, j] @ rv[:, i, j] - 4 * ((cen[i] - cen[j])**2).sum()
                   for j in range(12, 15)] for i in range(12)])
assert np.allclose(pairs.ravel(), np.diag(Hv), atol=2e-3) and pairs.max() > 0
i, j = np.unravel_index(pairs.argmax(), pairs.shape)
assert i == np.linalg.norm(cen[:12] - cen[12 + j], axis=1).argmin()
print(f"Kekule pair: |z_ij| = {abs(rv[2,i,12+j]):.4f} A, centroid gap = {np.linalg.norm(cen[i]-cen[12+j]):.4f} A")
print(f"Kekule pair curvature = {pairs.max():.4f} A^2/rad^2")
Uv = jacobi(np.eye(15), rv)
Bsep, Bfull, zc = boys(np.eye(15), rv), boys(Uv, rv), np.abs(centroids(Uv, rv)[:, 2])
assert Bfull > Bsep + 1e-2
print(f"valence B: separated {Bsep:.4f} A^2, mixed {Bfull:.4f} A^2, gain {Bfull-Bsep:.4f} A^2")
print(f"orbitals with |z| > 0.1 A: {(zc > 0.1).sum()}, largest |z| = {zc.max():.4f} A")

# ---- D3h bond alternation lifts the flatness
r_s, r_l = 1.34, 1.44
mol3, mf3, C3, _, r_ao3, eps3 = run_rhf(r_s, r_l)
r3 = np.array([C3.T @ x @ C3 for x in r_ao3])
d3, q0 = r3[0, 0, 1], r3[1, 1, 1]
assert abs(r3[0, 1, 1]) < 1e-6 and q0 > 1e-2
mean3, amp3 = 8 * d3**2 / 3 + 4 * q0**2 / 3, 8 * np.sqrt(2) / 3 * d3 * q0
for t in fine:
    assert abs(boys(family(t), r3) - (mean3 + amp3 * np.sin(3 * t))) < 1e-5
for U0 in special_ortho_group.rvs(3, size=10, random_state=rng):
    U = jacobi(U0, r3)
    c = centroids(U, r3)[0]
    assert abs(boys(U, r3) - (mean3 + amp3)) < 1e-5
    assert abs(np.degrees(np.arctan2(c[1], c[0])) % 120 - 30) < 1e-2
print(f"D3h C-C {r_s}/{r_l} A: E = {mf3.e_tot:.6f} hartree, d = {d3:.5f} A, q0 = {q0:.5f} A")
print(f"D3h B(theta) = {mean3:.5f} + {amp3:.5f} sin(3 theta) A^2")
for t in (0, 30, 90):
    print(f"D3h B(theta={t} deg) = {boys(family(t*deg), r3):.5f} A^2")
print("no test failed")
```

Running it gives:

```
D6h RHF/6-31G, C-C 1.39 A, C-H 1.09 A: E = -230.623286 hartree
pi orbital energies: [-0.50133 -0.33437 -0.33437] hartree
d = 1.00554 A, d^2 = 1.01110 A^2, largest forbidden element 8.6e-14 A
8d^2/3 = 2.696280 A^2 = 9.62859 bohr^2
B(theta=0 deg) = 2.696280 A^2
B(theta=10 deg) = 2.696280 A^2
B(theta=20 deg) = 2.696280 A^2
B(theta=30 deg) = 2.696280 A^2
variation of B over 0..120 deg: 9.2e-14 A^2
centroid radius rho = 0.94803 A, rho/R = 0.6820
<r2>00 = 2.78779 A^2, <r2>xx = 3.03848 A^2, trace = 8.86475 A^2
spread per orbital = 2.05616 A^2, total = 6.16847 A^2
Hessian eigenvalues at theta=30 deg: [-10.785 -10.785   0.   ] A^2/rad^2
-32d^2/3 = -10.785; pair curvature -7.190, -64d^2/9 = -7.190 A^2/rad^2
saddle: B = 2.02221 A^2, eigenvalues [-16.178   0.      8.089] A^2/rad^2
Jacobi end angles folded to 0..30 deg (first 6 of 20): [12.8 28.9 27.4 10.  14.8 23.4]
range of end angles: 1.1 to 28.9 deg
best B over complex unitary mixing = 2.696280 A^2
ER alpha 0.30543, beta 0.94978, gamma 0.31958, alpha-beta+gamma -0.32477 hartree
ER(0) = 1.161104, ER(30 deg) = 1.161104 hartree
Lowdin populations on C0..C5, theta=0: [4.996e-01 2.220e-01 2.000e-04 5.590e-02 2.000e-04 2.220e-01] (fraction)
Lowdin populations on C0..C5, theta=30: [0.4143 0.4143 0.0556 0.0301 0.0301 0.0556] (fraction)
PM2 = 1.054058, variation 2.1e-14 (dimensionless)
PM4 = 0.189232 + 0.012318 cos(6 theta) (dimensionless)
Hueckel d = 0.98288 A, rho = 0.92667 A, B = 2.57613 A^2
Hueckel theta=0 deg coefficients [ 0.7071  0.4714  0.     -0.2357  0.      0.4714]
Hueckel theta=0 deg PM2 = 1.05556, PM4 = 0.20216 (dimensionless)
Hueckel theta=30 deg coefficients [ 0.644   0.644   0.2357 -0.1725 -0.1725  0.2357]
Hueckel theta=30 deg PM2 = 1.05556, PM4 = 0.17747 (dimensionless)
sigma centroid radii: C-C 1.2092 A, C-H 2.1295 A; B_sigma = 35.9817 A^2
largest sigma-pi Hessian eigenvalue, theta=0 deg: 0.5629 A^2/rad^2
largest sigma-pi Hessian eigenvalue, theta=30 deg: 1.0977 A^2/rad^2
Kekule pair: |z_ij| = 0.2699 A, centroid gap = 0.2612 A
Kekule pair curvature = 0.8930 A^2/rad^2
valence B: separated 38.6780 A^2, mixed 39.0521 A^2, gain 0.3741 A^2
orbitals with |z| > 0.1 A: 6, largest |z| = 0.2915 A
D3h C-C 1.34/1.44 A: E = -230.614729 hartree, d = 1.00211 A, q0 = 0.15490 A
D3h B(theta) = 2.70993 + 0.58538 sin(3 theta) A^2
D3h B(theta=0 deg) = 2.70993 A^2
D3h B(theta=30 deg) = 3.29532 A^2
D3h B(theta=90 deg) = 2.12455 A^2
no test failed
```
